# What the X2C setting does: one-step exact two-component decoupling

Consider one electron bound to a bare tantalum nucleus, treated as a point charge and described in a finite basis of 22 Gaussians per angular channel. The four-component matrix Dirac equation puts the 1s level at −78540 eV. A two-component Hamiltonian whose small component is tied to the large one as in a free electron puts it at −81200 eV, which is 2659 eV too low. With the nonrelativistic tie between the components, the lowest energy falls to −63 million eV in this basis, and for the point charge it keeps falling as narrower functions are added. With the right tie but no correction of the normalization, the level comes out at −85498 eV.

The setting called X2C removes these errors. It halves the dimension of the one-electron problem and keeps every electronic eigenvalue of the matrix Dirac equation. This guide derives the one-step form and finds what the setting preserves, what it needs, and which related options change the answer.

## The matrix equation behind the setting

The algebra uses atomic units, with $c=137.036$, and the rest energy is subtracted. Bound electrons then have $E<0$. The Dirac equation for the large and small components is

$$V\psi_L+c\,\sigma\!\cdot\!p\,\psi_S=E\psi_L,\qquad c\,\sigma\!\cdot\!p\,\psi_L+(V-2c^2)\psi_S=E\psi_S .$$

Take $n$ linearly independent two-component functions $\chi_\mu$ and expand

$$\psi_L=\sum_\mu \chi_\mu A_\mu,\qquad \psi_S=\sum_\mu \frac{\sigma\!\cdot\! p}{2c}\chi_\mu B_\mu .$$

The second choice is restricted kinetic balance. Define $S=\langle\chi|\chi\rangle$, $T=\langle\chi|p^2/2|\chi\rangle$, $V=\langle\chi|V|\chi\rangle$ and $W=\langle\chi|\sigma\!\cdot\!p\,V\,\sigma\!\cdot\!p|\chi\rangle$ as matrices.

Project the first equation on $\chi_\mu$. Because $(\sigma\!\cdot\!p)^2=p^2$, the coupling is $c\,p^2/(2c)=p^2/2$, which gives $T$. Project the second on $\sigma\!\cdot\!p\,\chi_\mu/(2c)$. The coupling is again $T$, the potential gives $W/4c^2$, and the overlap is $\langle p^2\rangle/4c^2=T/2c^2$. The term $-2c^2$ therefore contributes $-T$:

$$VA+TB=SA\,\varepsilon,\qquad TA+\Big(\frac{W}{4c^2}-T\Big)B=\frac{T}{2c^2}B\,\varepsilon. \tag{1}$$

Here the eigenvectors are columns and $\varepsilon$ is the diagonal matrix of their energies. There are $2n$ solutions. The $n$ upper ones describe electrons, and $A$ and $B$ from now on contain these alone. "Positive-energy" refers to this upper branch, so bound states with negative $E$ belong to it. A program must select the $n$ highest eigenvalues, not those with $E>0$.

## Orthonormal form

Factorize $S=L_SL_S^\dagger$ and $T/2c^2=L_TL_T^\dagger$ by Cholesky decomposition. Put $A=L_S^{-\dagger}a$ and $B=L_T^{-\dagger}b$, and multiply the two rows of (1) by $L_S^{-1}$ and $L_T^{-1}$:

$$H\begin{pmatrix}a\\b\end{pmatrix}=\begin{pmatrix}a\\b\end{pmatrix}\varepsilon,\qquad H=\begin{pmatrix}V'&\Pi\\ \Pi^\dagger&D\end{pmatrix}, \tag{2}$$

with $V'=L_S^{-1}VL_S^{-\dagger}$, $\Pi=L_S^{-1}TL_T^{-\dagger}$ and

$$D=L_T^{-1}\frac{W}{4c^2}L_T^{-\dagger}-2c^2 .$$

The last term follows from $T=2c^2L_TL_T^\dagger$. The matrix $H$ is Hermitian, and its eigenvectors can be chosen orthonormal.

## When the coupling matrix exists

The coupling matrix is defined by $b=Ya$, or $Y=ba^{-1}$, so $a$ must be invertible. Let the potential be attractive everywhere, $V(\mathbf r)\le0$. For a purely small-component vector, the energy expectation value is that of $D$, which is $-2c^2$ plus a mean potential, hence at most $-2c^2$. These vectors span $n$ dimensions, so at least $n$ eigenvalues lie at or below $-2c^2$. Assume that the other $n$ lie above it.

Suppose now that $ay=0$ for some $y\ne0$. The combination $(ay;by)$ of upper eigenvectors would be purely small-component. As a combination of upper eigenvectors its mean energy exceeds $-2c^2$; as a small-component vector its mean energy does not. The contradiction shows that $a$ is invertible.

If the potential is positive somewhere, with $V(\mathbf r)\le v$ and $v>0$, the same argument needs the upper eigenvalues to lie above $-2c^2+v$. If the branches are not separated in this way, the existence of $Y$ is no longer guaranteed by this proof.

The inversion is also well conditioned when $Y$ is moderate. Normalization gives $a^\dagger a+b^\dagger b=1$, or $a^\dagger(1+Y^\dagger Y)a=1$. Hence $aa^\dagger=(1+Y^\dagger Y)^{-1}$, and the smallest singular value of $a$ is $(1+\|Y\|^2)^{-1/2}$, where $\|Y\|$ is the largest singular value of $Y$.

## The two-component Hamiltonian

Insert $b=Ya$ into the rows of (2):

$$(V'+\Pi Y)a=a\varepsilon,\qquad(\Pi^\dagger+DY)a=Ya\varepsilon. \tag{3}$$

The matrix $V'+\Pi Y$ already has the wanted eigenvalues, but in general it is not Hermitian. Multiply the second row by $Y^\dagger$ and add it to the first:

$$Ma=Na\,\varepsilon,\quad M=V'+\Pi Y+Y^\dagger\Pi^\dagger+Y^\dagger DY,\quad N=1+Y^\dagger Y. \tag{4}$$

For a four-component vector with large part $a$ and small part $Ya$, $a^\dagger Ma$ is the energy expression and $a^\dagger Na$ the squared norm. To return to an ordinary eigenvalue problem, set $u=N^{1/2}a$ and

$$h=N^{-1/2}MN^{-1/2}. \tag{5}$$

Then $hu=N^{-1/2}Ma=N^{-1/2}Na\varepsilon=u\varepsilon$. Moreover $u^\dagger u=a^\dagger Na=1$, so $u$ is a unitary $n\times n$ matrix and $h=u\varepsilon u^\dagger$. Its spectrum is the complete upper branch, with nothing added or lost.

The same $Y$ separates the lower branch. Replace $a\varepsilon$ in the second equation of (3) by the first, and cancel the invertible $a$:

$$\Pi^\dagger+DY=Y(V'+\Pi Y). \tag{6}$$

With $\tilde N=1+YY^\dagger$, form the matrix

$$U=\begin{pmatrix}N^{-1/2}&-Y^\dagger\tilde N^{-1/2}\\YN^{-1/2}&\tilde N^{-1/2}\end{pmatrix}.$$

Its two block columns are orthonormal. The lower left block of $U^\dagger HU$ is $\tilde N^{-1/2}[\Pi^\dagger+DY-Y(V'+\Pi Y)]N^{-1/2}$, which vanishes by (6). The upper diagonal block is $h$; the other, called $h_-$ below, carries the $n$ lower eigenvalues.

## The same formula in the original basis

To combine $h$ with other matrices built from the original functions, it is needed in the basis $\chi_\mu$. There $X=BA^{-1}=L_T^{-\dagger}YL_S^\dagger$. Multiplying the second row of (1) by $X^\dagger$ and adding the first gives $\mathcal LA=\tilde SA\varepsilon$, with

$$\mathcal L=V+TX+X^\dagger T+X^\dagger\Big(\frac{W}{4c^2}-T\Big)X,\qquad \tilde S=S+\frac{X^\dagger TX}{2c^2}.$$

The rest of the program works with the metric $S$, so a matrix $R$ is needed with $R^\dagger\tilde SR=S$. Let $G=S^{-1/2}\tilde SS^{-1/2}$ and

$$R=S^{-1/2}G^{-1/2}S^{1/2}.$$

Then $R^\dagger\tilde SR=S^{1/2}G^{-1/2}GG^{-1/2}S^{1/2}=S$. With $A=RC$ and $h_\chi=R^\dagger\mathcal LR$, one finds $h_\chi C=R^\dagger\tilde SA\varepsilon=SC\varepsilon$.

This is the Hamiltonian (5) in another basis. The matrix $Q=S^{-1/2}L_S$ is unitary, $G=QNQ^\dagger$ and $S^{-1/2}\mathcal LS^{-1/2}=QMQ^\dagger$. Therefore $h_\chi=S^{1/2}QhQ^\dagger S^{1/2}=L_ShL_S^\dagger$.

The computation has five stages:

1. Build $S,T,V,W$ and the orthonormal matrix $H$.
2. Diagonalize $H$ and keep the $n$ highest eigenvectors.
3. Solve $Ya=b$ for $Y$.
4. Form $M$, $N$ and $h=N^{-1/2}MN^{-1/2}$.
5. Return $h_\chi=L_ShL_S^\dagger$.

In the limit $c\to\infty$ at fixed basis, the second row of (1) becomes $T(A-B)=0$, so $X\to1$. Then $\tilde S\to S$ and $\mathcal L\to V+T+T-T=V+T$, the nonrelativistic Hamiltonian.

## A tantalum ion, channel by channel

The example is one electron in the field $-Z/r$ with $Z=73$. Nuclear size, recoil and radiative corrections are left out. Each angular channel has 22 radial functions $g=r^{l+1}e^{-\zeta r^2}$, normalized, with widths $\zeta^{-1/2}=0.1\ \text{Å}/1.5^k$ for $k=0,\dots,21$. The narrowest width is $2.0\times10^{-5}$ Å, or 2 fm, which is smaller than the real nucleus. A Gaussian nuclear charge with a root-mean-square radius of 5.3 fm raises the 1s level by 26 eV, so the energies below belong to the point-charge model and are not predictions for the real ion.

In a channel with Dirac quantum number $\kappa$, the operator $\sigma\!\cdot\!p$ acts on the radial function, up to a phase, as $g\mapsto\bar g=g'+\kappa g/r$. For functions $i,j$ this gives

$$S_{ij}=\int g_ig_j\,dr,\quad T_{ij}=\frac12\int\bar g_i\bar g_j\,dr,\quad V_{ij}=-Z\int\frac{g_ig_j}{r}dr,\quad W_{ij}=-Z\int\frac{\bar g_i\bar g_j}{r}dr .$$

All are Gaussian moments with closed forms. The values of $\kappa$ are $-1$, $1$ and $-2$ for s1/2, p1/2 and p3/2. Diagonalization in double precision gives these energies in eV:

| Level | Matrix Dirac | X2C | Point-nucleus formula |
|---|---:|---:|---:|
| 1s1/2 | −78540.356 | −78540.356 | −78540.586 |
| 2p1/2 | −20027.671 | −20027.671 | −20027.619 |
| 2p3/2 | −18459.573 | −18459.573 | −18459.607 |

The 1s value is −2886.30 hartree. The last column is the closed-form solution of the Dirac equation for a point charge,

$$E=c^2\left\{\left[1+\left(\frac{Z/c}{n_r+\sqrt{\kappa^2-Z^2/c^2}}\right)^2\right]^{-1/2}-1\right\},$$

with $n_r=0,1,0$ for the three rows.

The first two columns differ by rounding; the last two differ by basis error. For 1s the basis error is +0.23 eV, and for 2p1/2 it is −0.05 eV. The negative sign shows that this matrix Dirac problem does not give an upper bound for every level. X2C inherits the basis error unchanged. Its agreement with the four-component matrix therefore says nothing about the quality of the basis.

## What machine precision means here

Over all 22 upper eigenvalues of the s1/2 channel, the largest difference between X2C and matrix Dirac energies is $2.0\times10^{-6}$ eV. The largest absolute eigenvalue of $H$ in that channel is $3.53\times10^8$ eV, and

$$\frac{1.96\times10^{-6}}{3.53\times10^{8}}\approx5.6\times10^{-15}.$$

This is about 25 times the double-precision spacing at unity, $2.2\times10^{-16}$. Rounding errors in a matrix diagonalization scale with the norm of the matrix, not with each small eigenvalue. Relative to the 1s energy, the same worst difference is $2.5\times10^{-11}$. Very narrow functions raise the norm and so the absolute rounding error.

The residual is not a defect of the formula. In a basis of the 12 widest s functions, the worst difference divided by the largest absolute eigenvalue is $7\times10^{-16}$ in double precision and $1.4\times10^{-50}$ in 50-digit arithmetic.

The inversion of $a$ causes no trouble in this example. For s1/2, $\|Y\|=1.174$, so the smallest singular value of $a$ is $1/\sqrt{1+1.174^2}=0.65$. Working directly in the original basis of 12 functions, where $S$ has condition number $6.0\times10^3$, gives a relative difference of $2.0\times10^{-14}$, about 28 times that of the orthonormal route. Both values are at the level of rounding, and the factor belongs to this one basis.

## Why the normalization cannot be dropped

If $M$ is diagonalized as though $N$ were 1, the lowest energy is −85498 eV; extending the basis to 28 functions lowers it by a further 0.3 eV. The size of this error follows from the weight $w$ of the small component. For the 1s column $a_1$, equation (4) gives $a_1^\dagger Ma_1=\varepsilon_1$, while $a_1^\dagger a_1=1-w$. The lowest eigenvalue of $M$ is therefore at most $\varepsilon_1/(1-w)$.

For a point nucleus, $w$ can be found from the mass dependence of the energy. Including the rest energy, the 1s energy is $mc^2\gamma$, with $\gamma=\sqrt{1-Z^2/c^2}=0.8463$. The mass enters the Dirac Hamiltonian through $\beta mc^2$, where $\beta$ is $+1$ on the large and $-1$ on the small component. The Hellmann–Feynman theorem gives $\langle\beta\rangle=\gamma$. Since $\langle\beta\rangle=1-2w$,

$$w=\frac{1-\gamma}{2}=0.077,\qquad \frac{\varepsilon_1}{1-w}\approx-85080\ \text{eV}.$$

The computed value lies below this bound, as it must, and the small-component weight of the 1s state alone accounts for most of the error.

## Approximate couplings lower the energies

Some options replace $Y$ by an approximation $Y_0$ but keep (4) and (5). The result is then the matrix $H$ restricted to the $n$-dimensional space of vectors $(v;Y_0v)$. The $k$-th highest eigenvalue of a Hermitian matrix is the maximum, over $k$-dimensional subspaces, of the lowest mean energy in the subspace. Restricting the choice of subspaces cannot raise this maximum. Each approximate energy, counted from the top, is thus at or below its matrix Dirac counterpart. A lower energy is no sign of a better coupling.

The size of the error follows from the transformation $U$. In its basis, a vector $(v;Y_0v)$ has upper part $N^{-1/2}(1+Y^\dagger Y_0)v$ and lower part $\tilde N^{-1/2}(Y_0-Y)v$. If $1+Y^\dagger Y_0$ is invertible, the lower part is $K$ times the upper part, with

$$K=\tilde N^{-1/2}(Y_0-Y)(1+Y^\dagger Y_0)^{-1}N^{1/2}.$$

The approximate energies $\theta$ satisfy $(h+K^\dagger h_-K)x=\theta(1+K^\dagger K)x$. For a nondegenerate level with eigenvector $u_i$, leading order in $K$ gives

$$\theta_i-\varepsilon_i\approx u_i^\dagger K^\dagger(h_--\varepsilon_i)Ku_i .$$

This is quadratic in the error of $Y$, and it is not positive because the spectrum of $h_-$ lies below $\varepsilon_i$. In the 12-function s basis, adding a random matrix of norm $10^{-4}$ to $Y$ and then doubling it multiplies the 1s error by 4.000. An error in the coupling therefore enters only at second order, but it is weighted by $h_--\varepsilon_i$, which for a bound level is of order $2c^2$ or larger in size, so a poor coupling can still cause a large error.

**Free-particle coupling.** For a free electron $E=\sqrt{c^4+c^2p^2}-c^2$, and the second Dirac equation gives $\psi_S=c\,\sigma\!\cdot\!p\,\psi_L/(E+2c^2)$. Comparison with $\psi_S=\sigma\!\cdot\!p\,X\psi_L/(2c)$ yields

$$X_{\text{free}}(p)=\frac{2}{1+\sqrt{1+p^2/c^2}} .$$

In the matrix calculation this coupling is obtained by setting $V=W=0$ when extracting $Y$, and restoring them in $M$. The 1s energy becomes −81200 eV, too low by 3.4% of the matrix Dirac value; extending the basis to 28 functions lowers it by a further 1.3 eV, so the last digit is not converged. The loss comes from ignoring the nucleus in the coupling.

**Nonrelativistic coupling.** Setting $X=1$ at finite $c$ gives, for one normalized function, the energy $(V+T+W/4c^2)/(1+T/2c^2)$. Shrink the function by a factor $\lambda$ onto the point nucleus, where the potential is $-Z/r$. Then $T$, $V$ and $W$ scale as $\lambda^2$, $\lambda$ and $\lambda^3$, and for large $\lambda$

$$E(\lambda)\approx2c^2+\lambda\frac{W}{2T}.$$

Since $W<0$, the energy has no lower limit as narrower functions are added. This relies on the Coulomb singularity: for a bounded potential $V\ge-V_0$ one has $W/4c^2\ge-V_0T/2c^2$, and the quotient stays above $-V_0$. A finite nucleus stops the fall without curing it: for the Gaussian nucleus above, $V_0=2.74\times10^7$ eV and the lowest energy levels off at $-2.64\times10^7$ eV. For the point nucleus, with 12 functions the lowest s energy is $-1.98\times10^5$ eV; with 22 it is $-6.31\times10^7$ eV. Measured from $2c^2=1.022\times10^6$ eV, the two values have a ratio of 52.5, close to the width ratio $1.5^{10}=57.7$ expected from the linear law.

## Choosing the related options

**Spin-dependent or scalar.** The identity $(\sigma\!\cdot\!p)V(\sigma\!\cdot\!p)=p\cdot Vp+i\sigma\cdot(pV\times p)$ splits $W$ into a spin-free and a spin-orbit part. A scalar option drops the second. For a central potential, the remaining matrices do not distinguish p1/2 from p3/2, so the 2p splitting of 1568 eV in this ion disappears. Scalar X2C decouples a different, spin-free matrix equation; choose the full form when spin-orbit splitting matters.

**Contracted functions.** Contraction before decoupling also restricts the small component to $\sigma\!\cdot\!p$ acting on the contracted functions. This can push the lowest energy far below its uncontracted value, and relativistic coefficients do not protect against it. In the tantalum basis with the point nucleus, contracting to the X2C 1s eigenvector before decoupling lowers the level by $5.4\times10^4$ eV, while contracting to the nonrelativistic 1s function raises it by $1.5\times10^3$ eV. Building $h_\chi$ in the uncontracted basis and contracting afterwards prevents such a fall: $h_\chi$ is then an ordinary Hermitian matrix, and contraction can only raise its eigenvalues, counted from the lowest, or leave them unchanged. The rise can still be large with nonrelativistic contraction coefficients: $3.5\times10^3$ eV for a single contracted 1s function in this ion. It vanishes for the lowest level if the corresponding eigenvector of $h_\chi$ lies in the contracted space, so the coefficients should be made for the same Hamiltonian.

**Many electrons.** The identity belongs to the one-electron matrix $H$ from which $Y$ was taken. If $Y$ comes from the bare nuclei and the untransformed electron repulsion is added to $h$, the eigenvalues of the four-component mean-field problem are no longer reproduced by construction. Taking $Y$ from the converged four-component mean-field matrix, and transforming that whole matrix, restores the identity for that matrix.

**Properties.** A two-component eigenvector $u_i$ stands for the four-component vector $(1;Y)N^{-1/2}u_i$. To obtain its four-component expectation value, an operator with blocks $O_{LL},O_{LS},O_{SL},O_{SS}$ in the orthonormal basis must therefore be replaced by

$$N^{-1/2}\big(O_{LL}+O_{LS}Y+Y^\dagger O_{SL}+Y^\dagger O_{SS}Y\big)N^{-1/2}.$$

Using $O_{LL}$ alone with $u_i$ gives a different expectation value in general. If a program offers a transformation of property operators along with X2C, it should be switched on for expectation values. For second-order properties this replacement alone is not enough: the four-component sum over states also runs over the lower branch, which the two-component space does not contain.
